# Positive longitudinal magnetoconductivity from chiral pumping in Weyl metals, part 2

A pair of Weyl nodes of chirality $\chi=\pm1$ and velocity $v$ lies in parallel fields $\mathbf E$ and $\mathbf B$ along $z$. The problem is how much the magnetic field raises the conductivity along it. SI units are used and the electron charge is $-e$ with $e>0$. The Fermi energy $E_F$ is measured from the node, $\mathbf k$ is the wave vector from the node, $k=|\mathbf k|$, and $\theta$ is the angle between $\mathbf k$ and the field.

The electric field pumps electrons from one node to the other:
$$\dot n_\chi=\frac{eB}{2\pi\hbar}\,\frac{-\chi}{2\pi}\left(-\frac{eE}{\hbar}\right)=\chi\,\frac{e^2EB}{4\pi^2\hbar^2}.\tag{1}$$
Scattering between the nodes limits the excess density to $\delta n_\chi=\dot n_\chi\tau$, where $\tau$ is half the one-way scattering time. With $g$ the density of states per node, the chemical potential shifts by $\delta\mu_\chi=\delta n_\chi/g$. The power balance is $E\sum_\chi\delta j_\chi=\sum_\chi\delta\mu_\chi\dot n_\chi$, where $\delta j_\chi$ is the current density from each node.

The Berry curvature $\boldsymbol\Omega$ obeys
$$\boldsymbol\Omega=-\frac{\chi\hat{\mathbf k}}{2k^2},\qquad \oint\boldsymbol\Omega\cdot d\mathbf S=-2\pi\chi .\tag{2}$$
The energy in the field is
$$\tilde\varepsilon=\hbar vk+\frac{\chi evB\cos\theta}{2k}=\hbar vk-\mathbf m\cdot\mathbf B,\qquad \mathbf m=evk\,\boldsymbol\Omega .\tag{3}$$
With $\tilde{\mathbf v}=\frac1\hbar\nabla_{\mathbf k}\tilde\varepsilon$ and $D=1+\frac e\hbar\mathbf B\cdot\boldsymbol\Omega$, the force equation becomes
$$D\hbar\dot{\mathbf k}=-e\mathbf E-e\tilde{\mathbf v}\times\mathbf B-\frac{e^2}{\hbar}(\mathbf E\cdot\mathbf B)\boldsymbol\Omega .\tag{4}$$
The current of a shifted distribution involves $\mathbf w=\tilde{\mathbf v}+\frac e\hbar(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B$, for which
$$\int\frac{d^3k}{(2\pi)^3}\delta(\tilde\varepsilon-E_F)w_z=\frac{eB}{8\pi^3\hbar^2}(-2\pi\chi)=-\chi\frac{eB}{4\pi^2\hbar^2}.\tag{7}$$

If scattering inside each node is much faster than $1/\tau$, the pair gains the conductivity
$$\boxed{\Delta\sigma=\frac{e^4B^2v^3\tau}{4\pi^2\hbar E_F^2}.}\tag{9}$$
This is called the anomaly formula below. It requires $b=\hbar eBv^2/E_F^2\ll1$ and unresolved Landau levels. Of these levels, only the chiral one, with energy $-\chi\hbar vk_z$, turns a shift of chemical potential into current; the others are even in $k_z$.

## Fast scattering, limits and a numerical case

The first half considered a pair of Weyl nodes of chirality $\chi=\pm1$, velocity $v$ and Fermi energy $E_F$, with $\mathbf E$ and $\mathbf B$ along $z$. The electron charge is $-e$, the excess density of a node decays in the time $\tau$, and $g=E_F^2/(2\pi^2\hbar^3v^3)$ is the density of states per node. Pumping at the rate $\chi e^2EB/(4\pi^2\hbar^2)$ gives the pair conductivity
$$\Delta\sigma=\frac{e^4B^2v^3\tau}{4\pi^2\hbar E_F^2}.$$
The weak-field parameter is $b=\hbar eBv^2/E_F^2$. The Berry curvature is $\boldsymbol\Omega=-\chi\hat{\mathbf k}/(2k^2)$, the phase-space factor is $D=1+e\mathbf B\cdot\boldsymbol\Omega/\hbar$, and $\mathbf w=\tilde{\mathbf v}+(e/\hbar)(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B$ is the velocity weighted by $D$.

That derivation assumed fast scattering inside each node. The assumption can be examined by solving the Boltzmann equation for isotropic scatterers, with rate $\Gamma_1$ within a node and $\Gamma_2$ to the other node. The total lifetime is $\tau_0=1/(\Gamma_1+\Gamma_2)$, and $\tau=1/(2\Gamma_2)$. Write the distribution as $f=f_0(\tilde\varepsilon)+(-f_0')\varphi$, where $f_0$ is the Fermi function. From the force equation,
$$D\hbar\dot{\mathbf k}\cdot\tilde{\mathbf v}=-eE\tilde v_z-\frac{e^2}{\hbar}EB\,\boldsymbol\Omega\cdot\tilde{\mathbf v}=-eEw_z .$$
The magnetic force only rotates $\varphi$ about the $z$ axis, and $\varphi$ is symmetric about that axis, so it drops out. The steady-state equation is
$$\frac{eEw_z}{D}=-\frac{\varphi}{\tau_0}+\Gamma_1\langle\varphi\rangle_\chi+\Gamma_2\langle\varphi\rangle_{-\chi}.\tag{10}$$
Angle brackets denote an average over a Fermi surface with weight $D\,\delta(\tilde\varepsilon-E_F)$. Let $N$ be the integral of this weight, which is the density of states in the field. It is equal for the two nodes, because reversing $k_z$ exchanges their Fermi surfaces.

Averaging (10) removes scattering within the node. The Berry flux gives $N\langle w_z/D\rangle_\chi=-\chi eB/(4\pi^2\hbar^2)$, as in (7). With $\langle\varphi\rangle_\chi=\chi A$, as neutrality allows,
$$-\chi\frac{e^2EB}{4\pi^2\hbar^2N}=-2\Gamma_2\chi A,\qquad A=\frac{e^2EB\tau}{4\pi^2\hbar^2N}.$$
This is the chemical-potential shift found before. Equation (10) then gives the full distribution,
$$\varphi=-eE\tau_0\frac{w_z}{D}+\left(1-\frac{\tau_0}{\tau}\right)\chi A,$$
where $\tau_0(\Gamma_1-\Gamma_2)=1-2\Gamma_2\tau_0=1-\tau_0/\tau$. Multiplying by $-ew_z$ and integrating over both surfaces yields
$$\sigma=e^2\tau_0\sum_\chi\int\frac{d^3k}{(2\pi)^3}\delta(\tilde\varepsilon-E_F)\frac{w_z^2}{D}+2\left(\frac{e^2B}{4\pi^2\hbar^2}\right)^2\frac{\tau-\tau_0}{N}.\tag{11}$$
The part proportional to $\tau$ is the anomaly formula. The field dependence of the first term has to be found before the rest can be judged.

Measure energy in $E_F$, wave number in $E_F/(\hbar v)$ and velocity in $v$. Let $c=\cos\theta$ and $s=\chi bc/2$. The energy is $\tilde\varepsilon=k+s/k$, so on the Fermi surface $k^2-k+s=0$. To second order in $b$,
$$k=\frac{1+\sqrt{1-4s}}2=1-s-s^2,\qquad k^2=k-s=1-2s-s^2 .$$
Define $p=s/k^2=s+2s^2$. Both $D$ and the radial velocity equal $1-p$. The polar velocity is $-\chi b\sin\theta/(2k^2)$, so
$$\tilde v_z=c(1-p)+\frac{\chi b}{2k^2}(1-c^2)=c-2pc+\frac pc .$$
The anomalous part of $w_z$ is $-(p/c)(1-p)$. Adding it gives $w_z=c-2pc+p^2/c$, which is regular at $c=0$ because $p$ is proportional to $c$ there. To second order,
$$\frac{w_z}{D}=c(1-p-p^2)+\frac{p^2}c,\qquad \left(\frac{w_z}{D}\right)^2=c^2(1-2p-p^2)+2p^2 .$$
Inserting $p=s+2s^2$ and multiplying by $k^2$ gives
$$k^2\left(\frac{w_z}{D}\right)^2=c^2(1-4s-2s^2)+2s^2 .$$

The radial delta function contributes $1/D$, so the integral in (11) is $(gv^2/2)\int_{-1}^1k^2(w_z/D)^2\,dc$ for each node. The term linear in $s$ is odd in $c$ and vanishes. The remainder is
$$\int_{-1}^1\left[c^2+\frac{b^2}{2}(c^2-c^4)\right]dc=\frac23+\frac{2b^2}{15}=\frac23\left(1+\frac{b^2}5\right).$$
At zero field the first term of (11) is therefore the Drude conductivity of the pair, $\sigma_D=2e^2gv^2\tau_0/3$. The density of states also changes,
$$N=\frac g2\int_{-1}^1k^2\,dc=g\left(1-\frac{b^2}{12}\right).$$
For fixed matrix elements the scattering rates follow $N$, which lengthens the lifetime by the factor $1+b^2/12$. The first term of (11) thus gains $\sigma_Db^2(1/5+1/12)=17\sigma_Db^2/60$.

Comparing the anomaly result with $\sigma_D$ gives
$$\frac{\Delta\sigma}{\sigma_D}=\frac34b^2\frac\tau{\tau_0}.\tag{12}$$
Hence $\sigma_Db^2=(4/3)(\Delta\sigma/\tau)\tau_0$, and the intranode gain becomes $(17/45)(\Delta\sigma/\tau)\tau_0$. Together with the $-\tau_0$ in (11), the complete $B^2$ term of this model is
$$\sigma(B)-\sigma(0)=\frac{e^4B^2v^3}{4\pi^2\hbar E_F^2}\left(\tau-\frac{28}{45}\tau_0\right).\tag{13}$$

A numerical solution of the collision equation at $b=0.01$, with $\tau/\tau_0=40$ and 80, gives coefficients of $1.000$ for $\tau$ and $-0.6222$ for $\tau_0$, in agreement with (13). If all scattering is between nodes, $\tau=\tau_0/2$ and the bracket is $-11\tau_0/90$; the numerical coefficient is $-0.1222$. The magnetoconductivity is then negative. Within this model the sign changes at $\tau=28\tau_0/45$, but that threshold should not be carried over to a real metal. Energy corrections of order $B^2$ and the spinor dependence of scattering, both omitted here, can alter the term in $\tau_0$. They do not alter the leading term when $\tau\gg\tau_0$, and slow relaxation between nodes is what makes the positive sign secure within this semiclassical treatment. Quantum interference is left out. In a cold Weyl metal it can produce weak antilocalization, which lowers the conductivity as a weak field is applied and can compete with the anomaly term.

The leading result extends to less symmetric nodes. If the velocities along the principal axes are $v_x,v_y,v_z$, rescaling each component of $\mathbf k$ turns the Fermi surface into a sphere and divides the volume element by $v_xv_yv_z$. The Berry flux keeps its magnitude, so $v^3$ is replaced by $v_xv_yv_z$. For velocities in the ratio $4:2:1$, using the cube of their arithmetic mean would overestimate the result by a factor of 1.59.

A tilt adds $t\hbar vk_z$ to the energy, with $|t|<1$. It leaves the spinors and the flux unchanged, but the Fermi radius becomes proportional to $1/(1+tc)$. The density of states is multiplied by
$$\frac12\int_{-1}^1\frac{dc}{(1+tc)^3}=\frac{1}{4t}\left[\frac1{(1-t)^2}-\frac1{(1+t)^2}\right]=\frac1{(1-t^2)^2}.$$
The anomaly conductivity is multiplied by the inverse, which is 0.828 for $t=0.3$. This concerns only the term proportional to $\tau$. If the two nodes tilt in opposite directions, as inversion partners do, the conductivity also acquires a part linear in $B$, which dominates at weak enough field; for $t=0.3$ and the parameters of the numerical case below it is about as large as the quadratic part. It cancels for equal tilts, and time-reversal symmetry, as in TaAs, removes it from the sum over all nodes.

Temperature enters through the same density of states. Let $T$ be the temperature, $k_B$ Boltzmann's constant and $\mu$ the chemical potential, and suppose that each node thermalizes quickly at the lattice temperature. The chiral Landau level runs through the node without a gap, so its response to a shift of $\mu$ does not depend on temperature, and the even levels still carry no net current. The relevant density is that of electrons minus holes. Its derivative combines both bands into one integral,
$$\frac{\partial n}{\partial\mu}=\frac1{2\pi^2\hbar^3v^3}\int_{-\infty}^{\infty}\varepsilon^2\left[-f_0'(\varepsilon-\mu)\right]d\varepsilon=\frac{\mu^2+\pi^2(k_BT)^2/3}{2\pi^2\hbar^3v^3}.$$
The last step uses the variance $\pi^2(k_BT)^2/3$ of $-f_0'$. Therefore $E_F^2$ in the anomaly formula becomes $\mu^2+\pi^2(k_BT)^2/3$. Integrating over $\mu$ at fixed carrier density gives $\mu^3+\pi^2(k_BT)^2\mu=E_F^3$, which determines $\mu$.

For a numerical case take $E_F=15$ meV, $v=2\times10^5$ m/s, $\tau_0=0.5$ ps, $\tau=20$ ps, $B=0.2$ T and $E=1$ V/cm. These are round values, roughly in the regime of the W2 nodes of TaAs at low temperature. There are eight such pairs, here treated as identical and isotropic. The Fermi wave number is $k_F=0.114$ nm$^{-1}$, and the density per node is
$$n=\frac{k_F^3}{6\pi^2}=2.50\times10^{16}\ {\rm cm^{-3}}.$$
The density of states is $g=3n/E_F=5.00\times10^{18}$ eV$^{-1}$cm$^{-3}$. Pumping at $1.169\times10^{24}$ cm$^{-3}$s$^{-1}$ for 20 ps produces
$$\delta n=2.34\times10^{13}\ {\rm cm^{-3}},\qquad \delta\mu=\frac{2.34\times10^{13}}{5.00\times10^{18}}\ {\rm eV}=4.68\ \mu{\rm eV}.$$
The power balance then gives the current density of one pair,
$$j=\frac{2\dot n\,\delta\mu}{E}=1.75\ {\rm A/cm^2}.$$
The conductivity is 1.75 S/cm, or 175 S/m, per pair. For eight pairs it is 14.0 S/cm, beside a Drude conductivity of 854 S/cm. Equation (12) gives the relative increase directly. With $b=0.0234$,
$$\frac{\Delta\sigma}{\sigma_D}=\frac34(0.0234)^2\frac{20}{0.5}=1.64\% .$$
The Boltzmann solution gives 1.62%. The difference is about 1.5% of the effect itself, close to the estimate $(28/45)(\tau_0/\tau)=1.56\%$ from (13).

The field is weak enough for the semiclassical treatment. The cyclotron frequency $\omega_c=eBv^2/E_F$ gives $\omega_c\tau_0=0.27$, so the Landau levels are not resolved. Averaged over an energy window $\hbar/\tau_0$, the Landau density of states deviates from $g$ by at most 1.7% for the Fermi energies sampled within 2% of 15 meV. If each node thermalizes well within $\tau$, thermal broadening at 4 K changes the anomaly conductivity by only 0.2% at fixed $\tau$. Thermalization may be slower than this in a cold sample. If the electrons exchange no energy, each energy shell responds separately and $1/E_F^2$ is replaced by the average of $1/\varepsilon^2$ over $-f_0'$, a change of about 0.9% for an energy-independent $\tau$. With fixed matrix elements, $\tau\propto1/\varepsilon^2$, the average is of $1/\varepsilon^4$ and the change is about 2.5%. The Zeeman splitting for $g$-factor 2 is 0.023 meV, which is small beside $E_F$.

The finite separation of the nodes matters more. Let them lie $2k_0=0.8$ nm$^{-1}$ apart, and replace the linear term along their separation by $\hbar v(k_x^2-k_0^2)/(2k_0)$, which has slope $\hbar v$ in magnitude at each node. The pockets merge at the saddle energy $\hbar vk_0/2=26$ meV. The density of states is proportional to the length of $k_x$ inside the pocket, and at 15 meV it is 4.8% above the linear-node value. The anomaly conductivity falls by nearly the same fraction. Direct magnetic mixing of the nodes is negligible on this scale. For a separation perpendicular to $\mathbf B$ and magnetic length $\ell_B=57$ nm, the lowest level tunnels between the nodes with the factor $\exp[-\ell_B^2\int_{-k_0}^{k_0}(k_0^2-k_x^2)/(2k_0)\,dk_x]=\exp[-(2k_0\ell_B)^2/6]$, where $(2k_0\ell_B)^2\approx2100$.

A misaligned field can mask the increase. Suppose that the sample also has an equal number of similar Weyl pairs whose nodes lie as far above the Fermi energy as the present ones lie below it. Their holes compensate the electrons, have the same mobility and show the same relative anomaly. The Hall currents of electrons and holes cancel, while each transverse conductivity is divided by $1+(\omega_c\tau_0)^2$. The transverse resistance then rises by $(\omega_c\tau_0)^2=7.1\%$, several times the longitudinal effect. For a misalignment angle $\alpha$ the ordinary contribution is $7.1\%\times\sin^2\alpha$, which equals the aligned anomaly signal at about $29^\circ$. The anomaly signal itself falls as $\cos^2\alpha$, so the net change of resistance already vanishes between $25^\circ$ and $26^\circ$, and smaller angles remove part of it.

Real TaAs also has W1 nodes and ordinary hole pockets, its velocities are anisotropic, and its Fermi level depends on the sample. The 854 S/cm is thus the conductivity of one group of model carriers and not a prediction for the crystal. It is far below that of copper, roughly $6\times10^5$ S/cm at room temperature. An interconnect departs further from the model. At 300 K, $k_BT$ is 1.7 times $E_F$. The linear-node formula with $\tau$ unchanged would leave about a tenth of the zero-temperature anomaly conductivity, but this is only a rough guide, because $k_BT$ is then about equal to the saddle energy. The internode diffusion length is $\sqrt{v^2\tau_0\tau/3}=365$ nm and the mean free path is 100 nm, so in a wire tens of nanometres wide the boundaries can govern relaxation. If they shortened $\tau$ to $\tau_0$, the leading term would drop by a factor of 40, and the uncertain term in $\tau_0$ would be of comparable size.

Linear response also fails at interconnect current densities. If the model carriers alone carried 1 MA/cm$^2$, the required field would be about 1170 V/cm. An electron would gain 11.7 meV over one mean free path, close to its Fermi energy, and the linear formula would predict a chemical-potential shift of 5.5 meV. Nor does a straight round wire supply the necessary magnetic field itself: the field of its own uniform current circles the axis, so $\mathbf E\cdot\mathbf B=0$. The positive term derived here describes a cold sample thicker than the diffusion length, in an applied parallel field and at low current. The numerical output below lists the values for this case.

## Numbers as computed

```
Berry flux / 2pi, chirality +1: -1
Landau current coefficient, chirality +1: 0.995
Boltzmann coefficient of tau: 1
Boltzmann coefficient of tau0: -0.62221
Power of B: 2.0001
Power of E_F at fixed tau: -2
Power of E_F at fixed matrix elements: -4
B^2 coefficient / tau0, no intranode scattering: -0.1222
Fermi energy: 15 meV
Velocity: 2e+05 m/s
Magnetic field: 0.2 T
Internode decay time: 20 ps
Total lifetime: 0.5 ps
Electric field: 1 V/cm
Node pairs: 8
Node separation: 0.8 1/nm
Fermi wave number: 0.11395 1/nm
Electron density per node: 2.4982e+16 cm^-3
Density of states per node: 4.9965e+18 1/(eV cm^3)
Pumping rate per node: 1.1693e+24 1/(cm^3 s)
Excess density per node: 2.3387e+13 cm^-3
Chemical potential shift per node: 4.6806 ueV
Anomaly current density per pair: 1.7538 A/cm^2
Anomaly conductivity per pair: 1.7538 S/cm
Drude conductivity per pair: 106.74 S/cm
Anomaly conductivity, all pairs: 14.03 S/cm
Drude conductivity, all pairs: 853.9 S/cm
Relative increase, formula: 1.6431 %
Relative increase, Boltzmann: 1.6177 %
Weak-field parameter hbar e B v^2/E_F^2: 0.023403
E_F^2/(2 hbar e B v^2): 21.365
Cyclotron frequency times tau0: 0.26667
Largest smoothed Landau DOS deviation: 1.66 %
kT/E_F at 4 K: 0.02298
Thermal factor at 4 K: 1.0017
kT/E_F at 300 K: 1.7235
Chemical potential at 300 K: 0.51164 meV
Thermal factor at 300 K, tau fixed: 0.10232
v^3 error, mean of 4:2:1 velocities: 1.588 times
Tilt parameter: 0.3
Conductivity factor for this tilt: 0.8281
Saddle energy in two-node model: 26.328 meV
DOS factor from band curvature: 1.0478
Zeeman splitting for g = 2: 0.023154 meV
Magnetic length: 57.368 nm
(Node separation * magnetic length)^2: 2106.3
Transverse magnetoresistance, compensated: 7.1111 %
Misalignment angle giving equal size: 28.73 degrees
Mean free path: 100 nm
Internode diffusion length: 365.15 nm
Electric field at 1 MA/cm^2: 1171.1 V/cm
Energy gained per mean free path there: 11.711 meV
Chemical potential shift there, linear formula: 5.4815 meV
```
